# One-Orbital Density Matrix Eigenvalues and the ln 4 Entropy Bound

Take two electrons, one with spin up and one with spin down, and two orthonormal spatial orbitals A and B. Write \(|XY\rangle\) for the configuration with the up electron in orbital \(X\) and the down electron in orbital \(Y\), and consider the state

\[
|\Psi\rangle=\sqrt{0.4}\,|AA\rangle+\sqrt{0.1}\,|BB\rangle+\sqrt{0.3}\,|AB\rangle+\sqrt{0.2}\,|BA\rangle .
\]

Someone who looks at orbital A alone finds it in one of four conditions. It is empty with probability 0.1, holds a single up electron with probability 0.3, holds a single down electron with probability 0.2, and is doubly occupied with probability 0.4. Each condition of A comes with a different condition of B, and these four conditions of B are mutually orthogonal. A measurement on A alone therefore shows no interference between the four terms, and the four probabilities describe A completely.

They can be recovered from three averages. The mean number of up electrons in A is \(n_\uparrow=0.3+0.4=0.7\), the mean number of down electrons is \(n_\downarrow=0.2+0.4=0.6\), and the probability of double occupancy is \(d=0.4\). An up electron is alone with probability \(n_\uparrow-d=0.3\), and a down electron with probability \(n_\downarrow-d=0.2\). What remains, \(1-0.3-0.2-0.4=0.1\), belongs to the empty orbital. The uncertainty about the condition of A is measured by the entropy, with natural logarithms,

\[
S=-0.1\ln0.1-0.3\ln0.3-0.2\ln0.2-0.4\ln0.4=1.280\ \text{nat}.
\]

This lies below \(\ln4=1.386\) nat, the value for four equal probabilities.

To treat a general state, let \(a_\uparrow^\dagger\) and \(a_\downarrow^\dagger\) create electrons in the chosen orbital. Its four local states are

\[
|0\rangle,\qquad |\!\uparrow\rangle=a_\uparrow^\dagger|0\rangle,\qquad |\!\downarrow\rangle=a_\downarrow^\dagger|0\rangle,\qquad |2\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle .
\]

All other orbitals form the environment, with orthonormal configurations \(|e\rangle\). In every many-electron configuration we write the creators of the chosen orbital to the left of those of the environment. This fixes the fermion signs, and any state can be expanded as

\[
|\Psi\rangle=\sum_{a,e}C_{ae}\,|a\rangle|e\rangle,\qquad \sum_{a,e}|C_{ae}|^2=1 .
\]

An operator \(O\) built from the operators of the chosen orbital meets that orbital's creators first, so it changes \(|a\rangle\) without passing through the environment and without an extra sign: \(O|a\rangle|e\rangle=\sum_b O_{ba}|b\rangle|e\rangle\). Since the \(|e\rangle\) are orthonormal, its mean value is

\[
\langle O\rangle=\sum_{a,b}O_{ba}\sum_e C_{ae}C_{be}^*=\sum_{a,b}\rho_{ab}O_{ba},
\qquad
\rho_{ab}=\sum_e C_{ae}C_{be}^* .
\]

The \(4\times4\) matrix \(\rho\) is the one-orbital reduced density matrix. It is Hermitian, and its trace is \(\sum_{a,e}|C_{ae}|^2\), the squared norm of the state, which is 1. For any vector \(v\),

\[
\sum_{a,b}v_a^*\rho_{ab}v_b=\sum_e\Big|\sum_a v_a^*C_{ae}\Big|^2\ge0 ,
\]

so its eigenvalues are non-negative and sum to 1. If the whole system is in a mixed state, \(\rho\) is the weighted average of the matrices of its components and keeps these properties. Choosing \(O=|b\rangle\langle a|\), understood as acting on the chosen orbital, makes \(O_{ba}\) the one non-zero element and gives

\[
\rho_{ab}=\big\langle\,|b\rangle\langle a|\,\big\rangle .
\]

Each element of \(\rho\) is thus the mean value of a local operator.

The diagonal elements are mean values of projectors. The number operators \(\hat n_\sigma=a_\sigma^\dagger a_\sigma\) commute and take the values 0 and 1, so the projector on the empty orbital is \((1-\hat n_\uparrow)(1-\hat n_\downarrow)\), and the other three are \(\hat n_\uparrow(1-\hat n_\downarrow)\), \(\hat n_\downarrow(1-\hat n_\uparrow)\) and \(\hat n_\uparrow\hat n_\downarrow\). Define

\[
n_\uparrow=\langle\hat n_\uparrow\rangle,\qquad n_\downarrow=\langle\hat n_\downarrow\rangle,\qquad d=\langle\hat n_\uparrow\hat n_\downarrow\rangle .
\]

Multiplying out the projectors and taking means gives

\[
\begin{aligned}
w_0&=1-n_\uparrow-n_\downarrow+d, & w_\uparrow&=n_\uparrow-d,\\
w_\downarrow&=n_\downarrow-d, & w_2&=d .
\end{aligned}
\]

The \(+d\) in \(w_0\) has a simple origin: subtracting both \(n_\uparrow\) and \(n_\downarrow\) removes the doubly occupied case twice, and one of these removals must be undone. The four weights sum to 1. As probabilities they cannot be negative, which confines the double occupancy to

\[
\max(0,\;n_\uparrow+n_\downarrow-1)\le d\le\min(n_\uparrow,n_\downarrow).
\]

Within this range \(d\) is independent information. It is a two-electron quantity, since \(\hat n_\uparrow\hat n_\downarrow=a_\uparrow^\dagger a_\downarrow^\dagger a_\downarrow a_\uparrow\), and the spin occupations alone do not determine it.

The weights are eigenvalues of \(\rho\) if the off-diagonal elements vanish, and a symmetry of the whole state is enough to guarantee this. Let \(\Gamma\) be its density operator, equal to \(|\Psi\rangle\langle\Psi|\) for a pure state. Assume that \(\Gamma\) commutes with the total electron number \(N\) and with the total spin projection \(S_z\), measured in units of \(\hbar\). A pure state satisfies this when it has definite \(N\) and definite \(S_z\). Mixtures of such states satisfy it too.

Now let \(Q\) be either conserved quantity, and let \(O\) change it by \(q\), which means \([Q,O]=qO\). Moving \(Q\) around the trace and using \(\Gamma Q=Q\Gamma\), we find

\[
q\langle O\rangle=\mathrm{Tr}(\Gamma QO)-\mathrm{Tr}(\Gamma OQ)
=\mathrm{Tr}(\Gamma QO)-\mathrm{Tr}(Q\Gamma O)=0 .
\]

An operator with \(q\ne0\) therefore has zero mean. Every off-diagonal element of \(\rho\) is the mean of such an operator. Between the two singly occupied states,

\[
\rho_{\uparrow\downarrow}=\big\langle\,|\!\downarrow\rangle\langle\uparrow\!|\,\big\rangle=\langle a_\downarrow^\dagger a_\uparrow\rangle .
\]

The second equality holds because \(a_\downarrow^\dagger a_\uparrow\) turns \(|\!\uparrow\rangle\) into \(|\!\downarrow\rangle\) and gives zero on the other three states: \(|0\rangle\) and \(|\!\downarrow\rangle\) have no up electron to remove, and \(|2\rangle\) already contains the down electron to be created. This operator lowers \(S_z\) by 1, so its mean vanishes. Between the empty and the doubly occupied state,

\[
\rho_{02}=\big\langle\,|2\rangle\langle0|\,\big\rangle=\langle a_\uparrow^\dagger a_\downarrow^\dagger\rangle ,
\]

and this operator raises \(N\) by 2. The remaining elements connect \(|0\rangle\) or \(|2\rangle\) with a singly occupied state. Their operators change \(N\) by 1 in one direction or the other, and their means vanish as well. Hence

\[
\rho=\mathrm{diag}(w_0,\,w_\uparrow,\,w_\downarrow,\,w_2),
\]

and the four weights are the eigenvalues. The numerical check compares them with the eigenvalues of an explicit partial trace for 60 random states of three orbitals, both pure and mixed.

The two conservation laws are sufficient, not necessary: the two-orbital state with both electrons up or both down in equal superposition, one in A and one in B, has no definite \(S_z\), yet its \(\rho\) is diagonal because the two conditions of B are orthogonal. Without the laws, however, the guarantee is lost. One electron with its spin along \(x\) shows what can go wrong when \(S_z\) is not conserved. Its state in the orbital is \((|\!\uparrow\rangle+|\!\downarrow\rangle)/\sqrt2\), with \(n_\uparrow=n_\downarrow=\tfrac12\) and \(d=0\). The weights \(0,\tfrac12,\tfrac12,0\) would suggest an entropy of \(\ln2\). The singly occupied block of \(\rho\), however, is

\[
\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},
\]

with eigenvalues 1 and 0, and the entropy is zero, as it must be for an orbital in a definite quantum state. More generally, if \(N\) is conserved but \(S_z\) is not, \(\rho_{\uparrow\downarrow}\) is the one off-diagonal element, with its conjugate, that can survive. Then \(w_0\) and \(w_2\) remain eigenvalues, and the other two solve

\[
(w_\uparrow-\lambda)(w_\downarrow-\lambda)-|\rho_{\uparrow\downarrow}|^2=0 ,
\]

which gives

\[
\lambda_\pm=\frac{w_\uparrow+w_\downarrow}{2}\pm\sqrt{\Big(\frac{w_\uparrow-w_\downarrow}{2}\Big)^2+|\rho_{\uparrow\downarrow}|^2}\, .
\]

The formula can fail in a similar way when \(N\) is not conserved. The state \((|0\rangle+|2\rangle)/\sqrt2\) has \(n_\uparrow=n_\downarrow=d=\tfrac12\), so the weights again suggest \(\ln2\), while the true entropy is zero.

The single-orbital entropy is defined from the eigenvalues \(w_i\) of \(\rho\),

\[
S=-\sum_i w_i\ln w_i ,
\]

where a zero eigenvalue contributes nothing because \(w\ln w\to0\) as \(w\to0\). Every term \(-w_i\ln w_i\) is non-negative for \(0\le w_i\le1\), so \(S\ge0\), with equality when one eigenvalue is 1 and the others are 0.

The upper bound follows from \(\ln x\le x-1\) for \(x>0\). The difference \(x-1-\ln x\) has derivative \(1-1/x\), negative below \(x=1\) and positive above it, so its minimum is at \(x=1\), where it is zero. Because the eigenvalues sum to 1, we may write \(\ln4=\sum_i w_i\ln4\). Let \(m\le4\) be the number of non-zero eigenvalues. Then

\[
\begin{aligned}
S-\ln4&=\sum_{w_i>0}w_i\ln\frac{1}{4w_i}
\le\sum_{w_i>0}w_i\Big(\frac{1}{4w_i}-1\Big)\\
&=\sum_{w_i>0}\Big(\frac14-w_i\Big)=\frac m4-1\le0 .
\end{aligned}
\]

This proves \(S\le\ln4\). Equality in the last step needs \(m=4\), and equality in the first needs \(4w_i=1\) for every \(i\). With the weights found above, \(w_2=\tfrac14\) gives \(d=\tfrac14\), and \(w_\uparrow=w_\downarrow=\tfrac14\) then gives \(n_\uparrow=n_\downarrow=\tfrac12\). The proof used nothing but four non-negative eigenvalues with unit sum, so the bound also holds for states without the two conservation laws, provided the true eigenvalues are used. Replacing 4 by \(m\) throughout gives the sharper statement \(S\le\ln m\) when \(m\) eigenvalues are non-zero.

For a pure state of the whole system, \(S\) measures the total entanglement of the orbital with its environment, counted without superselection rules. If operations on the orbital cannot mix even and odd local electron numbers, or different local electron numbers at all, the part of this entanglement that can be used is in general smaller than \(S\). If \(S=0\), then \(\rho=CC^\dagger\) has rank one, so \(C\) has rank one and factorizes as \(C_{ae}=x_ay_e\). The state is then a product of an orbital state and an environment state. For a mixed state this reading is lost: an equal mixture of one up and one down electron in a single orbital has \(S=\ln2\), although there is no environment with which to be entangled.

The two-site Hubbard model shows how the interaction moves the eigenvalues. Let \(b_\sigma^\dagger\) create an electron on site B, and let

\[
H=-t\sum_\sigma\big(a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma\big)+U\big(\hat n_{A\uparrow}\hat n_{A\downarrow}+\hat n_{B\uparrow}\hat n_{B\downarrow}\big),
\]

with \(t>0\), \(U\ge0\), and one electron of each spin. We write the up creator first in each \(|XY\rangle\), for example \(|AB\rangle=a_\uparrow^\dagger b_\downarrow^\dagger|\mathrm{vac}\rangle\). A hop then replaces one creator in its place and produces no sign:

\[
\begin{aligned}
H|AB\rangle=H|BA\rangle&=-t\big(|AA\rangle+|BB\rangle\big),\\
H|AA\rangle&=U|AA\rangle-t\big(|AB\rangle+|BA\rangle\big),\\
H|BB\rangle&=U|BB\rangle-t\big(|AB\rangle+|BA\rangle\big).
\end{aligned}
\]

The differences \(|AB\rangle-|BA\rangle\) and \(|AA\rangle-|BB\rangle\) are eigenstates with energies 0 and \(U\). The normalized sums

\[
|\mathrm{cov}\rangle=\frac{|AB\rangle+|BA\rangle}{\sqrt2},\qquad
|\mathrm{ion}\rangle=\frac{|AA\rangle+|BB\rangle}{\sqrt2}
\]

are coupled by \(H|\mathrm{cov}\rangle=-2t|\mathrm{ion}\rangle\) and \(H|\mathrm{ion}\rangle=U|\mathrm{ion}\rangle-2t|\mathrm{cov}\rangle\). Their energies obey \(E^2-UE-4t^2=0\). With \(R=\sqrt{U^2+16t^2}\), the lower root is \(E=(U-R)/2\). It is negative, so it is the ground-state energy.

Write the ground state as \(c\,|\mathrm{cov}\rangle+s\,|\mathrm{ion}\rangle\) with real \(c,s\) and \(c^2+s^2=1\). The covalent component of the eigenvalue equation is \(-2ts=Ec\), so \(s/c=-E/(2t)>0\) and \(s^2=E^2/(E^2+4t^2)\). The energy equation gives \(4t^2=E^2-UE\), so the denominator is \(E(2E-U)=-ER\). Therefore

\[
s^2=-\frac ER=\frac12\Big(1-\frac UR\Big).
\]

Site A is doubly occupied in \(|AA\rangle\), which has probability \(s^2/2\), and it holds the up electron in \(|AA\rangle\) and \(|AB\rangle\). Thus

\[
d=\frac{s^2}{2}=\frac14\Big(1-\frac UR\Big),\qquad n_\uparrow=\frac{s^2}{2}+\frac{c^2}{2}=\frac12 ,
\]

and \(n_\downarrow=\tfrac12\) in the same way. The site weights are \(w_0=w_2=d\) and \(w_\uparrow=w_\downarrow=\tfrac12-d\). The spin occupations do not depend on \(U\) at all, and the whole effect of the interaction on the site entropy enters through \(d\).

For \(t=1\) eV and \(U=3\) eV, \(R=\sqrt{9+16}=5\) eV, so \(E=-1\) eV and \(d=\tfrac14(1-\tfrac35)=0.1\). The weights in the order empty, up, down, double are \(0.1,0.4,0.4,0.1\), and

\[
S=-2(0.1\ln0.1)-2(0.4\ln0.4)=1.194\ \text{nat}=1.722\ \text{bit},
\]

which is 86.1% of the maximum.

At \(U=0\) we have \(d=\tfrac14\), all four weights are equal, and the site entropy reaches \(\ln4\). Yet this state is a single determinant. With \(s=c=1/\sqrt2\) it is

\[
\tfrac12\big(|AA\rangle+|AB\rangle+|BA\rangle+|BB\rangle\big)=g_\uparrow^\dagger g_\downarrow^\dagger|\mathrm{vac}\rangle,\qquad g_\sigma^\dagger=\frac{a_\sigma^\dagger+b_\sigma^\dagger}{\sqrt2}.
\]

Each electron is on site A with probability \(\tfrac12\), independently of the other. The entropy of the site comes from delocalization, and the bonding orbital \(g\), which is doubly occupied with certainty, has zero entropy in the same state.

To follow the bonding orbital at finite \(U\), introduce the antibonding creator \(u_\sigma^\dagger=(a_\sigma^\dagger-b_\sigma^\dagger)/\sqrt2\). Let \(|gg\rangle\) and \(|uu\rangle\) be the states with both electrons in \(g\) or both in \(u\). Multiplying out the creators gives \(|gg\rangle=(|\mathrm{ion}\rangle+|\mathrm{cov}\rangle)/\sqrt2\) and \(|uu\rangle=(|\mathrm{ion}\rangle-|\mathrm{cov}\rangle)/\sqrt2\), so the ground state is

\[
\frac{s+c}{\sqrt2}\,|gg\rangle+\frac{s-c}{\sqrt2}\,|uu\rangle .
\]

The bonding orbital is either doubly occupied or empty, hence \(w_\uparrow=w_\downarrow=0\). From \(c^2=1-s^2=\tfrac12(1+U/R)\) we get \(c^2s^2=\tfrac14(1-U^2/R^2)=4t^2/R^2\), and since \(cs>0\),

\[
w_2=\frac{(s+c)^2}{2}=\frac12+cs=\frac12+\frac{2t}{R},\qquad w_0=\frac12-\frac{2t}{R}.
\]

At \(U=3\) eV these are 0.9 and 0.1, with entropy 0.325 nat, against 1.194 nat for the site. With two non-zero eigenvalues, the bonding entropy cannot exceed \(\ln2\).

As \(U/t\) grows, the two descriptions approach the same entropy from opposite sides. For the site,

\[
\frac{dS}{dd}=2\ln\frac{\tfrac12-d}{d}>0\qquad\text{for } 0<d<\tfrac14 ,
\]

and \(d\) decreases with \(U\), so the site entropy falls from \(\ln4\) towards \(\ln2=0.693\) nat. The bonding entropy rises from zero towards the same limit, because its two weights become equal. At \(U=30\) eV the values are 0.721 nat for the site and 0.684 nat for the bonding orbital. The limiting weights differ: the site holds one electron of uncertain spin, with weights \(0,\tfrac12,\tfrac12,0\), while the bonding orbital is empty or full, with weights \(\tfrac12,0,0,\tfrac12\). A single-orbital entropy therefore has a meaning only together with the orbital it refers to, and a large value is not by itself evidence of electron correlation.

## Computed values

```
ln 4 = 1.386294 nat = 2.0000 bit
ln 2 = 0.693147 nat
Random symmetric states tested: 60
Largest eigenvalue error: 4.4e-16
Grid maximum of S at n_up, n_dn, d = 0.50, 0.50, 0.25; S = 1.386294 nat
Two-orbital state, probabilities AA, BB, A-up B-down, A-down B-up:
  0.4, 0.1, 0.3, 0.2
  n_up, n_dn, d of A = 0.7000, 0.6000, 0.4000
  weights empty, up, down, double = 0.1000, 0.3000, 0.2000, 0.4000
  S = 1.279854 nat
States without the required symmetry:
  spin along x: from occupations 0.693147 nat, true S 0.000000 nat
  empty + pair: from occupations 0.693147 nat, true S 0.000000 nat
Hubbard dimer, two electrons, t = 1.0 eV
 U = 0.0 eV: E = -2.000000 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.250000
  site weights empty, up, down, double = 0.250000, 0.250000, 0.250000, 0.250000
  site S = 1.386294 nat = 2.0000 bit; S/ln 4 = 1.0000
  bonding weights empty, up, down, double = 0.000000, 0.000000, 0.000000, 1.000000
  bonding S = 0.000000 nat
 U = 3.0 eV: E = -1.000000 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.100000
  site weights empty, up, down, double = 0.100000, 0.400000, 0.400000, 0.100000
  site S = 1.193550 nat = 1.7219 bit; S/ln 4 = 0.8610
  bonding weights empty, up, down, double = 0.100000, 0.000000, 0.000000, 0.900000
  bonding S = 0.325083 nat
 U = 30.0 eV: E = -0.132746 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.002193
  site weights empty, up, down, double = 0.002193, 0.497807, 0.497807, 0.002193
  site S = 0.721337 nat = 1.0407 bit; S/ln 4 = 0.5203
  bonding weights empty, up, down, double = 0.433918, 0.000000, 0.000000, 0.566082
  bonding S = 0.684388 nat
Site S at U = 10000 eV: 0.693148 nat
```
